# Etch Time of a Deep Hole Limited by Neutral Supply

A vertical cylindrical hole of fixed diameter $d$ is etched downward from a flat surface. Its depth $L$ is measured from the mouth, and there is no mask above it. A plasma supplies a steady flux $\Gamma$ of one reactive neutral species to the mouth, counted as particles per unit area and time.

The following model is used throughout, except where part (f) relaxes it.

- Neutrals collide with surfaces but not with each other. They enter with a cosine angular distribution and leave every surface diffusely.
- The side walls are inert: a neutral that strikes them is re-emitted unchanged.
- A neutral that strikes the flat floor reacts with probability $S=0.2$ and is otherwise re-emitted.
- The etch rate $R=dL/dt$ is proportional to the number of neutrals reacting per unit floor area and time. Ions are plentiful enough not to limit it.
- The hole deepens so slowly that the neutral flow is steady at each depth.

Let $K$ be the probability that a neutral entering one end of an open tube of length $L$ leaves through the other end. Take

$$
\frac1K=1+\frac{3L}{4d}.
$$

This interpolation gives $K=1$ at zero length and $K\simeq4d/(3L)$ for a long tube.

## (a) The flux at the floor

**Question.** Find the flux $\nu$ striking the floor, in terms of $\Gamma$, $K$ and $S$. Treat the neutrals leaving the floor as uniformly distributed over it.

**Answer.** Two groups of neutrals strike the floor. The first group arrives from the mouth without having visited the floor before. Its flux is $K\Gamma$, because the mouth and the floor have equal areas.

The second group has already visited the floor. Of the flux $\nu$, a part $(1-S)\nu$ is re-emitted. By the mirror symmetry of the tube, each of these neutrals reaches the mouth with probability $K$. The walls consume nothing, so a neutral that does not escape must return to the floor, with probability $1-K$. Hence

$$
\nu=K\Gamma+(1-S)(1-K)\nu .
$$

Collecting the terms in $\nu$ gives

$$
\nu\left[1-(1-S)(1-K)\right]=K\Gamma .
$$

The bracket is $1-(1-K-S+SK)=K+S-SK$, so

$$
\boxed{\frac{\nu}{\Gamma}=\frac{K}{K+S-SK}} .
$$

The uniform re-emission is an approximation, since the floor of a real tube is not evenly illuminated.

## (b) The etch rate at a given depth

**Question.** Let $R_0$ be the etch rate at zero depth. Find $R/R_0$ as a function of $L/d$, and evaluate it at $L=20d$.

**Answer.** The reacting flux is $S\nu$. At zero depth $K=1$, and part (a) gives $\nu=\Gamma$. With $S$ constant, $R/R_0=\nu/\Gamma$. The reciprocal is simpler:

$$
\frac{R_0}{R}=\frac{K+S-SK}{K}
=1+\frac SK-S
=1+S\left(\frac1K-1\right).
$$

Since $1/K-1=3L/(4d)$,

$$
\frac{R_0}{R}=1+a\frac Ld,\qquad a=\frac{3S}{4}=0.15 .
$$

The quantity $R_0/R$ is the time needed per unit depth, relative to its value at the surface. It may be called the relative slowness, and it grows linearly with depth. At $L=20d$ it is $1+0.15\times20=4$, so $R=R_0/4$.

The transmission at this depth is $K=1/16$, yet the rate has fallen only to one quarter. A neutral that fails to react on its first visit to the floor will probably return, which partly compensates for the poor transmission.

## (c) The time to reach the final depth

**Question.** Find the time $t$ needed to reach depth $L$. Compare it at $L=20d$ with the constant-rate time $L/R_0$, the time required if the surface rate persisted. How deep is the hole when that constant-rate time has elapsed?

**Answer.** From $dL/dt=R$ we have $dt=dL/R$. Starting from zero depth and writing the integration variable as $\ell$,

$$
R_0t=\int_0^L\left(1+\frac{a\ell}{d}\right)d\ell
=L+\frac{aL^2}{2d}.
$$

Division by $L$ gives

$$
\boxed{\frac{t}{L/R_0}=1+\frac{aL}{2d}=1+\frac{3SL}{8d}} .
$$

At $L=20d$ and $S=0.2$,

$$
\frac{t}{L/R_0}=1+\frac{3\times0.2\times20}{8}=1+1.5=2.5 .
$$

The final slowness is 4, but the factor for the whole etch is the average of the slowness over depth. For a linear function this is the mean of the end values, $(1+4)/2=2.5$.

For the last question, define $x=L/d$ and $\tau=R_0t/d$. The growth law becomes

$$
\frac a2x^2+x-\tau=0 .
$$

The root that vanishes at $\tau=0$ is

$$
x=\frac{\sqrt{1+2a\tau}-1}{a}.
$$

The constant-rate time for twenty diameters is $\tau=20$. Then $x=(\sqrt7-1)/0.15=10.97$. The hole has reached about 55% of the intended depth.

## (d) Reaction probability and the two parts of the time

**Question.** Let $m$ neutrals be consumed per removed solid atom, and let $n_s$ be the number density of solid atoms. With $\Gamma$ held fixed, separate the total time into a part that depends on $S$ and a part that does not. At what depth are they equal? Discuss $S\to0$ and $S=1$.

**Answer.** At the surface, $S\Gamma/m$ solid atoms are removed per unit area and time, so

$$
R_0=\frac{S\Gamma}{m n_s}.
$$

Substitution into the result of part (c) gives

$$
t=\frac{m n_sL}{S\Gamma}\left(1+\frac{3SL}{8d}\right)
=\frac{m n_sL}{\Gamma}\left(\frac1S+\frac{3L}{8d}\right).
$$

The first term is the time set by the surface reaction. The second is the extra time caused by transport through the hole, and it does not depend on $S$. They are equal when

$$
\frac Ld=\frac{8}{3S}=13.3 .
$$

At twenty diameters the terms in the last bracket are 5 and 7.5. Transport therefore accounts for 60% of the total time.

As $S\to0$ at fixed $L/d$, the factor $t/(L/R_0)$ tends to 1. Almost every neutral then leaves through the mouth without reacting, and the flux at the floor approaches $\Gamma$, as in a hole with an inert floor. The etch is uniform in time but slow, because $R_0$ itself tends to zero at fixed $\Gamma$.

For $S=1$ no neutral returns from the floor, and $R/R_0=K$. The factor at twenty diameters is then $1+7.5=8.5$. The etch is nevertheless faster than for $S=0.2$ at the same $\Gamma$: the bracket is $1+7.5=8.5$ instead of $12.5$. A larger factor relative to the constant-rate time does not by itself mean a longer etch.

## (e) Silicon etched by atomic chlorine

**Question.** A hole with $d=100$ nm is etched in silicon to $L=2000$ nm. The partial pressure of atomic chlorine is 0.5 mTorr and the gas temperature is 500 K. Assume that four chlorine atoms are consumed per silicon atom. Use a silicon density of $4.994\times10^{22}\ \mathrm{cm^{-3}}$ and a chlorine mass of 35.45 u. Find the initial rate, the final rate and the etch time.

**Answer.** For an ideal gas, the density is $n=p/(k_BT)=9.657\times10^{12}\ \mathrm{cm^{-3}}$. The mean speed of atoms of mass $M$ is

$$
\bar v=\sqrt{\frac{8k_BT}{\pi M}}=546.5\ \mathrm{m/s}.
$$

The flux onto a plane from an isotropic gas is $n\bar v/4$. With $\bar v=5.465\times10^4$ cm/s,

$$
\Gamma=\frac{9.657\times10^{12}\times5.465\times10^4}{4}
=1.319\times10^{17}\ \mathrm{cm^{-2}\,s^{-1}} .
$$

The initial rate is

$$
R_0=\frac{0.2\times1.319\times10^{17}}{4\times4.994\times10^{22}}
=1.32\times10^{-7}\ \mathrm{cm/s}=79.3\ \mathrm{nm/min}.
$$

The final rate is one quarter of this, 19.8 nm/min. The constant-rate time is $2000/79.25=25.2$ min, and the neutral-limited time is

$$
t=2.5\times25.24\ \mathrm{min}=63.1\ \mathrm{min}\quad(3.79\times10^3\ \mathrm{s}).
$$

If two chlorine atoms were consumed per silicon atom instead of four, $R_0$ would double and both times would halve. The factor 2.5 would not change.

## (f) Conditions for the result

**Question.** Examine, for the hole in part (e), the assumptions about gas collisions, steady flow, tube transmission, inert walls and ion supply. Take a total pressure of 5 mTorr and a collision diameter of 0.40 nm. The ion current density is 4 mA/cm², each ion can remove ten chlorine atoms in reaction products, the ion energy is $E=200$ eV and the transverse ion temperature is $T_i=0.05$ eV. Which assumption is the most delicate?

**Answer.** *Gas collisions and steady flow.* For collision diameter $\sigma$ and total pressure $p_{\rm tot}$, the mean free path in the gas outside the hole is $k_BT/(\sqrt2\,\pi\sigma^2p_{\rm tot})=14.6$ mm, thousands of times the hole depth. In a sealed hole with an inert floor, the number of neutrals is $n$ times the volume $\pi d^2L/4$. They enter at the rate $(n\bar v/4)(\pi d^2/4)$. The quotient is the mean residence time,

$$
\frac{4L}{\bar v}=14.6\ \mathrm{ns}.
$$

Most visits are far shorter than this average, with a median of about 1 ns. Since the density is uniform, half of the average is spent in the lower half of the hole, and about two thirds of it comes from the 6% of neutrals that reach the floor, which stay much longer than 14.6 ns. The flux at the floor settles on the longer diffusion time $L^2/D$, where $D=d\bar v/3$ is the Knudsen diffusion coefficient: $3L^2/(d\bar v)=60L/\bar v\approx220$ ns. With $S=0.2$ the floor flux is within about 1% of its steady value by then. The depth hardly changes even in this time, so steady flow at each depth is a good approximation, provided neutrals do not dwell long on the walls.

*Tube transmission.* The interpolation for $K$ has the wrong slope for a short tube. There the wall receives a flux $\Gamma/2$, because each wall element sees the mouth over half its hemisphere of directions. The wall area is $4L/d$ times the mouth area, so a fraction $2L/d$ of the entering neutrals strikes the wall. To first order half of these leave through each end. Thus $K\simeq1-L/d$, and $1/K$ starts with slope 1 per diameter instead of $3/4$.

A numerical solution of diffuse exchange between the wall rings gives $K=0.0595$ at twenty diameters, against 0.0625 from the interpolation. At smaller depths the interpolation is worse: it is about 12% too high near two diameters. With the numerical $K$, the equal-time depth of part (d) moves from 13.3 to about 12 diameters, and the factor for $S=1$ from 8.5 to 9.1. With the transmission computed numerically at each depth, the time factor is 2.62, which is 5% above 2.5. Tracing individual neutrals, without assuming a uniformly illuminated floor, gives 0.048 reactions per entering neutral at the final depth, with a statistical standard error of about 0.0006. The balance of part (a) with the numerical $K$ agrees with this within the statistical error.

*Inert walls.* In a sealed hole with an inert floor, the flux on every surface equals $\Gamma$. The mean number of wall impacts per entering neutral is therefore the ratio of wall area to mouth area,

$$
\frac{\pi dL}{\pi d^2/4}=\frac{4L}{d}=80 .
$$

A reacting floor lowers this average to about 48, but the average includes many neutrals that turn back near the mouth. The neutrals that strike the floor have made about 320 wall impacts on average, and this larger number sets the sensitivity to wall loss: a loss of 0.001 per impact lowers the final rate by 26%, not by the 8% that 80 impacts would suggest. Suppose that chlorine atoms recombine on the wall and that the resulting molecules do not etch. With the numerical tube transmission, the time factors are:

| Loss probability per wall impact | Time factor |
|---:|---:|
| 0 | 2.62 |
| 0.0001 | 2.66 |
| 0.001 | 3.04 |
| 0.01 | 9.1 |

The constant-rate time is the same in every row, because a hole of zero depth has no side wall. A loss of 0.001 lengthens the etch by 16% relative to inert walls; a loss of 0.01 lengthens it about 3.5 times. The table does not bound the effect: a loss of 0.03 gives a factor of about 40, and at such losses the result rests on the assumption that the molecules do not etch. For this hole, the assumption of inert walls is therefore the most delicate of those examined once the loss probability reaches about 0.001; at 0.0001 its effect, 1.5%, is smaller than the 5% error that the interpolated $K$ causes in the time factor.

*Ion supply.* Let $\theta$ be the fraction of floor sites occupied by chlorine awaiting removal, and let $C$ be the chlorine flux that ions could remove at full coverage. In a steady state the uptake $J$ satisfies

$$
J=S\nu(1-\theta)=C\theta .
$$

The flux re-emitted from the floor is now $\nu-J$, so the balance of part (a) reads $\nu=K\Gamma+(1-K)(\nu-J)$. Moving $(1-K)\nu$ to the left and dividing by $K$ gives

$$
\nu=\Gamma-J\left(\frac1K-1\right).
$$

Multiplying by $S/J$ and using $S\nu/J=1/(1-\theta)$, we find

$$
\frac{S\Gamma}{J}=\frac1{1-\theta}+S\left(\frac1K-1\right).
$$

The ideal slowness has 1 in place of $1/(1-\theta)$. The two expressions for $J$ also give $1/(1-\theta)=1+S\nu/C$.

At the surface, $C/(S\Gamma)=9.46$, so this term is $1+1/9.46=1.106$. Deeper down, some ions miss the floor. Their transverse velocity has standard deviation $\sqrt{T_i/M_i}$ along each axis, and their axial velocity is $\sqrt{2E/M_i}$, where $M_i$ is the ion mass. The displacement over the full depth therefore has standard deviation

$$
L\sqrt{\frac{T_i}{2E}}=20d\sqrt{\frac{0.05}{400}}=0.22d
$$

along each axis. Averaged over entry points, 65% of the ions reach the floor directly. The ideal neutral flux has fallen further, to 25%, so the ratio of ion capacity to neutral demand rises to $9.46\times0.6525/0.25=24.7$. The term $1/(1-\theta)$ is then about $1+1/24.7=1.04$.

Integration over depth, with the interpolated $K$ and inert walls, gives 2.56 times the ideal constant-rate time. Relative to the constant-rate time based on the slightly lower initial rate, the factor is $2.56/1.106=2.31$. The etch takes longer although this second ratio is smaller, because its reference time has increased. Ions scattered forward by the walls were left out; they would raise the supply at the floor.

*Comparison with a real process.* The example represents a dense, low-pressure plasma in which chlorine is strongly diluted. Its inputs are rough values, and the chlorine supply is deliberately low. With ten times as much atomic chlorine and the same ion current, the surface ratio $C/(S\Gamma)$ would be 0.95, and the initial rate would no longer be limited by neutrals alone. In a real hole, wall recombination depends on the wall material, its coating and its temperature, so the loss probability must be known before the factor 2.5 is used. Uptake of molecular chlorine, redeposition of products, taper and surface charging have not been sized here. The effects of wall loss and finite ion supply were calculated separately, and their combination is not covered by these figures. The numerical output below gives most of the values to more digits.

## Computed values

```
Floor reaction probability S: 0.20 (dimensionless)
Final depth/diameter: 20.0 (dimensionless)
Slowness slope a: 0.150 (dimensionless)
Interpolated K at final depth: 0.06250 (dimensionless)
Final rate/R0: 0.25000 (dimensionless)
Time factor, closed form: 2.50000 (dimensionless)
Time factor, integrated: 2.50000 (dimensionless)
Depth/d after constant-rate time: 10.972 (dimensionless)
True tube K at final depth: 0.05952 (dimensionless)
True short-tube slope of 1/K: 1.0000 (per diameter)
Traced floor uptake per entry: 0.04814 (dimensionless)
Balance uptake with true K: 0.04807 (dimensionless)
Time factor, true tube, wall loss 0.0000: 2.618 (dimensionless)
Time factor, true tube, wall loss 0.0001: 2.658 (dimensionless)
Time factor, true tube, wall loss 0.0010: 3.042 (dimensionless)
Time factor, true tube, wall loss 0.0100: 9.091 (dimensionless)
Hole diameter: 100.0 nm
Hole depth: 2000.0 nm
Chlorine-atom pressure: 0.50 mTorr
Total pressure: 5.00 mTorr
Gas temperature: 500.0 K
Chlorine atomic mass: 35.45 u
Chlorine atoms per removed silicon: 4 (dimensionless)
Chlorine mean speed: 546.47 m/s
Chlorine density: 9.6565e+12 cm^-3
Chlorine mouth flux: 1.3192e+17 cm^-2 s^-1
Silicon atom density: 4.9940e+22 cm^-3
Initial etch rate R0: 79.250 nm/min
Final etch rate: 19.813 nm/min
Constant-rate time: 25.237 min
Neutral-limited time: 63.091 min = 3785.5 s
Assumed collision diameter: 0.40 nm
Mean free path: 14.568 mm
Inert-hole residence time: 14.639 ns
Ion current density: 4.00 mA/cm^2
Chlorine atoms removed per ion: 10.0 (dimensionless)
Ion energy: 200.0 eV
Transverse ion temperature: 0.050 eV
Ion capacity/neutral demand, surface: 9.462 (dimensionless)
Direct ion fraction at floor: 0.6525 (dimensionless)
Ion capacity/neutral demand, floor: 24.696 (dimensionless)
Finite-ion time/its own constant-rate time: 2.3143 (dimensionless)
Finite-ion time/ideal constant-rate time: 2.5589 (dimensionless)
```
